# Parabolic Metal Recession and Interfacial Solute Depletion in Selective Oxidation: test program

```python
"""
Selective oxidation of solute B from an alloy A-B with a receding surface.
Result under test:
    (N0 - Ni)/(1 - Ni) = F(u) = sqrt(pi) u exp(u^2) erfc(u)
N0: initial atomic fraction of B;  Ni: its value at the metal surface
D: interdiffusivity;  X = sqrt(2 kc t): metal recession
u = sqrt(kc/(2 D));  scale thickness = sqrt(2 ks t)
Only B enters the scale. The distant alloy is at rest.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc, erfcx


def F(u):
    return np.sqrt(np.pi) * u * erfcx(u)


def surface_fraction(n0, u):
    return (n0 - F(u)) / (1 - F(u))


def profile(n0, u, y):
    """B fraction at distance y from the surface, y in units sqrt(D t)."""
    ni = surface_fraction(n0, u)
    return n0 - (n0 - ni) * erfc(u + y / 2) / erfc(u)


def simulate(n0, u, relative_D=None, cells=1000, length=10.0):
    """Finite volumes for A atoms ahead of a moving impermeable wall.

    Lengths are in sqrt(D t_end), and s = sqrt(t/t_end).
    Wall motion is 2 u ds. No analytical profile or F is used.
    """
    h = length / cells
    y = (np.arange(cells) + 0.5) * h

    def rate(s, a):
        mean = 0.5 * (a[1:] + a[:-1])
        d = 1.0 if relative_D is None else relative_D(1 - mean)
        flux = np.empty(cells + 1)
        flux[0] = 0.0
        flux[1:-1] = 2 * s * d * np.diff(a) / h + 2 * u * mean
        flux[-1] = 2 * u * (1 - n0)
        return np.diff(flux) / h

    sol = solve_ivp(rate, (0, 1), np.full(cells, 1 - n0), method="LSODA",
                    t_eval=[0.5, 1.0], rtol=1e-7, atol=1e-9,
                    lband=1, uband=1)
    assert sol.success
    b = 1 - sol.y
    wall = (15 * b[0] - 10 * b[1] + 3 * b[2]) / 8
    return y, b[:, -1], wall


# Rough model inputs; lengths in cm, times in s, volumes in cm3/mol
T = 1300.0
N0 = 0.22
D = 1e-11
ks = 5e-13
hours = 100.0
t = hours * constants.hour
VA, VB, Vox = 6.6, 7.2, 14.6
Vm = (1 - N0) * VA + N0 * VB
um = 1e4  # micrometres per centimetre

kc = ks * (Vm / Vox)**2
u = np.sqrt(kc / (2 * D))
Ni = surface_fraction(N0, u)
scale = np.sqrt(2 * ks * t)
recession = np.sqrt(2 * kc * t)
diff_length = np.sqrt(D * t)
fixed_surface = N0 - np.sqrt(np.pi) * u
u_max = brentq(lambda z: F(z) - N0, 1e-8, 5)
kc_max = 2 * D * u_max**2
ks_max = kc_max * (Vox / Vm)**2

# Symbolic test of diffusion equation and surface conservation
x_s, t_s, D_s, u_s = sp.symbols("x t D u", positive=True)
n0_s, ni_s = sp.symbols("n0 ni", real=True)
N_s = n0_s - (n0_s - ni_s) * sp.erfc(
    x_s / (2 * sp.sqrt(D_s * t_s))) / sp.erfc(u_s)
assert sp.simplify(sp.diff(N_s, t_s) - D_s * sp.diff(N_s, x_s, 2)) == 0
X_s = 2 * u_s * sp.sqrt(D_s * t_s)
balance = (D_s * sp.diff(N_s, x_s).subs(x_s, X_s)
           - (1 - ni_s) * sp.diff(X_s, t_s))
for n_test, u_test in [(0.22, 0.07), (0.6, 0.3), (0.9, 1.0)]:
    equation = balance.subs({n0_s: n_test, u_s: u_test,
                             D_s: 2.0, t_s: 3.0})
    c0 = float(equation.subs(ni_s, 0).evalf())
    c1 = float(equation.subs(ni_s, 1).evalf())
    root = -c0 / (c1 - c0)
    assert abs(root - surface_fraction(n_test, u_test)) < 1e-10

# Finite-volume test of surface value, constancy and full profile
fv_value = None
fv_error = 0.0
for n_test, u_test in [(N0, u), (0.6, 0.3), (N0, u_max)]:
    y, b, wall = simulate(n_test, u_test)
    expected = surface_fraction(n_test, u_test)
    error = max(np.max(np.abs(wall - expected)),
                np.max(np.abs(b - profile(n_test, u_test, y))))
    # Tolerance covers the finite cell size and unresolved first instant
    assert error < 3e-4, error
    fv_error = max(fv_error, error)
    if fv_value is None:
        fv_value = wall[-1]
assert abs(fv_value - fixed_surface) > 0.01
assert abs(fv_value - (N0 - F(u))) > 0.005

# Integral representation, bounds, monotonicity and limits of F
trial = np.array([0.03, 0.1, 0.3, 1.0, 3.0])
integral = np.array([
    quad(lambda s, z=z: np.exp(-s - s*s/(4*z*z)), 0, 16*z,
         epsabs=1e-12, epsrel=1e-11, limit=200)[0] for z in trial])
assert np.max(np.abs(integral - F(trial))) < 1e-9
assert np.all(np.diff(integral) > 0)
assert np.all((integral > 0) & (integral < 1))
F_s = sp.sqrt(sp.pi) * u_s * sp.exp(u_s**2) * sp.erfc(u_s)
for order, coefficient in enumerate([0, sp.sqrt(sp.pi), -2,
                                     sp.sqrt(sp.pi)]):
    value = sp.diff(F_s, u_s, order).subs(u_s, 0) / sp.factorial(order)
    assert abs(float(sp.N(value - coefficient))) < 1e-12
for z in [10.0, 20.0]:
    assert abs((1 - F(z)) * 2 * z*z - 1) < 2 / z**2

# Small-u surface fraction: omitted terms must scale as u^3
def small_u(n0, z):
    return n0 - (1-n0)*(np.sqrt(np.pi)*z + (np.pi-2)*z*z)

errors = [abs(surface_fraction(N0, z) - small_u(N0, z))
          for z in (0.004, 0.002)]
assert 7.5 < errors[0] / errors[1] < 8.5
second_order = small_u(N0, u)

# Count B atoms from the profile and compare with the scale content
deficit = quad(lambda y: N0 - profile(N0, u, y), 0, 16,
               epsabs=1e-12)[0] * diff_length
B_lost = (N0 * recession + deficit) / Vm
B_scale = scale / Vox
assert abs(B_lost / B_scale - 1) < 1e-8

# Composition-dependent D: D/2 at zero B, D in the original alloy
_, _, wall_var = simulate(N0, u, lambda n: 0.5 + 0.5*n/N0)
Ni_var = wall_var[-1]
assert surface_fraction(N0, np.sqrt(2)*u) < Ni_var < Ni

# Unequal partial volumes: use the volume fraction of B
phi0 = N0 * VB / Vm
u_vol = scale * VB / Vox / (2 * diff_length)
phi_i = surface_fraction(phi0, u_vol)
Ni_vol = (phi_i/VB) / (phi_i/VB + (1-phi_i)/VA)
_, _, wall_vol = simulate(phi0, u_vol)
assert abs(wall_vol[-1] - phi_i) < 3e-4
deficit_vol = quad(lambda y: phi0 - profile(phi0, u_vol, y), 0, 16,
                   epsabs=1e-12)[0] * diff_length
B_lost_vol = (phi0 * 2*u_vol*diff_length + deficit_vol) / VB
assert abs(B_lost_vol / B_scale - 1) < 1e-8

# Rough averaged estimate of grain-boundary transport
gb_width_nm, grain_um, gb_ratio = 0.5, 50.0, 1e4
gb_fraction = 3 * gb_width_nm / (grain_um * 1000)
D_ratio = 1 - gb_fraction + gb_fraction * gb_ratio
Ni_gb = surface_fraction(N0, u / np.sqrt(D_ratio))

# Ideal-activity feedback, with ks taken as the value for pure B.
# B + 3/4 O2 = BO1.5; scale transport independent of oxygen pressure.
p_gas, p_pure = 150.0, 1e-18
def feedback_factor(n):
    return 1 + (4/3)*np.log(n) / np.log(p_gas/p_pure)

Ni_feedback = brentq(
    lambda n: n - surface_fraction(N0, u*np.sqrt(feedback_factor(n))),
    0.01, N0)
k_factor = feedback_factor(Ni_feedback)

# Lower temperature of use; activation energies in eV
E_k, E_D, T_low = 2.6, 2.8, 1100.0
kB_eV = constants.k / constants.e
u_low = u * np.exp(-(E_k-E_D)/(2*kB_eV) * (1/T_low - 1/T))
Ni_low = surface_fraction(N0, u_low)

# Finite sheet: time when four diffusion lengths reach the midplane
half_sheet_um = 500.0
sheet_time_h = (half_sheet_um/um/4)**2 / D / constants.hour
growth_nm_h = scale * 1e7 / (2 * hours)

print("INPUTS (rough model values)")
print(f"temperature = {T:.0f} K")
print(f"initial solute fraction N0 = {N0:.3f}")
print(f"interdiffusivity D = {D:.2e} cm2/s")
print(f"scale constant ks = {ks:.2e} cm2/s")
print(f"exposure time = {hours:.0f} h")
print(f"partial volume of A = {VA:.2f} cm3/mol")
print(f"partial volume of B = {VB:.2f} cm3/mol")
print(f"alloy molar volume = {Vm:.3f} cm3/mol")
print(f"oxide volume per mole B = {Vox:.2f} cm3/mol")
print("RESULTS")
print(f"recession constant kc = {kc:.4e} cm2/s")
print(f"scale thickness = {scale*um:.3f} um")
print(f"metal recession = {recession*um:.3f} um")
print(f"diffusion length sqrt(Dt) = {diff_length*um:.3f} um")
print(f"u = {u:.5f} (dimensionless)")
print(f"sqrt(pi) u = {np.sqrt(np.pi)*u:.5f} (dimensionless)")
print(f"F(u), minimum N0 = {F(u):.5f} (fraction)")
print(f"surface fraction Ni = {Ni:.5f} (fraction)")
print(f"finite-volume Ni = {fv_value:.5f} (fraction)")
print(f"largest finite-volume error = {fv_error:.1e} (fraction)")
print(f"fixed-surface estimate = {fixed_surface:.5f} (fraction)")
print(f"incorrect N0-F = {N0-F(u):.5f} (fraction)")
print(f"second-order small-u Ni = {second_order:.5f} (fraction)")
for distance in (10, 50):
    n = profile(N0, u, distance/um/diff_length)
    print(f"N at {distance} um from surface = {n:.5f} (fraction)")
print(f"B in scale = {B_scale*1e6:.4f} umol/cm2")
print(f"B lost by alloy = {B_lost*1e6:.4f} umol/cm2")
print(f"supply-limit u_max = {u_max:.5f} (dimensionless)")
print(f"supply-limit kc = {kc_max:.4e} cm2/s")
print(f"supply-limit ks = {ks_max:.4e} cm2/s")
print("NEGLECTED EFFECTS (each alone)")
print(f"D halved at zero B: Ni = {Ni_var:.5f} (fraction)")
print(f"unequal volumes: Ni = {Ni_vol:.5f} (fraction)")
print(f"boundary width = {gb_width_nm:.1f} nm")
print(f"grain size = {grain_um:.0f} um")
print(f"boundary/lattice D ratio = {gb_ratio:.1e}")
print(f"averaged D / lattice D = {D_ratio:.4f}")
print(f"with grain boundaries: Ni = {Ni_gb:.5f} (fraction)")
print(f"oxygen pressure in gas = {p_gas:.0f} Torr")
print(f"oxygen pressure at pure B = {p_pure:.1e} Torr")
print(f"activity factor on ks = {k_factor:.4f}")
print(f"with activity feedback: Ni = {Ni_feedback:.5f} (fraction)")
print(f"activation energy of ks = {E_k:.2f} eV")
print(f"activation energy of D = {E_D:.2f} eV")
print(f"u at {T_low:.0f} K = {u_low:.5f} (dimensionless)")
print(f"Ni at {T_low:.0f} K = {Ni_low:.5f} (fraction)")
print(f"sheet half-thickness = {half_sheet_um:.0f} um")
print(f"time for 4 sqrt(Dt) to reach midplane = {sheet_time_h:.0f} h")
print(f"scale growth rate at end = {growth_nm_h:.2f} nm/h")
print("all tests passed")
```

Output:

```
INPUTS (rough model values)
temperature = 1300 K
initial solute fraction N0 = 0.220
interdiffusivity D = 1.00e-11 cm2/s
scale constant ks = 5.00e-13 cm2/s
exposure time = 100 h
partial volume of A = 6.60 cm3/mol
partial volume of B = 7.20 cm3/mol
alloy molar volume = 6.732 cm3/mol
oxide volume per mole B = 14.60 cm3/mol
RESULTS
recession constant kc = 1.0630e-13 cm2/s
scale thickness = 6.000 um
metal recession = 2.767 um
diffusion length sqrt(Dt) = 18.974 um
u = 0.07291 (dimensionless)
sqrt(pi) u = 0.12922 (dimensionless)
F(u), minimum N0 = 0.11924 (fraction)
surface fraction Ni = 0.11440 (fraction)
finite-volume Ni = 0.11440 (fraction)
largest finite-volume error = 3.2e-06 (fraction)
fixed-surface estimate = 0.09078 (fraction)
incorrect N0-F = 0.10076 (fraction)
second-order small-u Ni = 0.11447 (fraction)
N at 10 um from surface = 0.14703 (fraction)
N at 50 um from surface = 0.21433 (fraction)
B in scale = 41.0959 umol/cm2
B lost by alloy = 41.0959 umol/cm2
supply-limit u_max = 0.14514 (dimensionless)
supply-limit kc = 4.2130e-13 cm2/s
supply-limit ks = 1.9816e-12 cm2/s
NEGLECTED EFFECTS (each alone)
D halved at zero B: Ni = 0.10381 (fraction)
unequal volumes: Ni = 0.11505 (fraction)
boundary width = 0.5 nm
grain size = 50 um
boundary/lattice D ratio = 1.0e+04
averaged D / lattice D = 1.3000
with grain boundaries: Ni = 0.12791 (fraction)
oxygen pressure in gas = 150 Torr
oxygen pressure at pure B = 1.0e-18 Torr
activity factor on ks = 0.9386
with activity feedback: Ni = 0.11784 (fraction)
activation energy of ks = 2.60 eV
activation energy of D = 2.80 eV
u at 1100 K = 0.08575 (dimensionless)
Ni at 1100 K = 0.09478 (fraction)
sheet half-thickness = 500 um
time for 4 sqrt(Dt) to reach midplane = 4340 h
scale growth rate at end = 30.00 nm/h
all tests passed
```
